# Why Mixing Equal-Straggle Gaussian Implants Never Sharpens Log-Concentration Curvature

## The decision: another implant, or a different straggle?

A doping target can be fitted by a sum of implants whose doses and centres are adjustable. Suppose that, on a logarithmic plot, the target has a narrower peak, or a more sharply rounded shoulder, than one implant alone. One must decide whether to add another implant or to change the straggle itself. If all the implants are Gaussian with the same straggle, and their concentrations add, the first option cannot work. No choice of non-negative doses and centres bends the logarithm of the concentration downwards more strongly than a single implant does.

Let $x$ be depth, $R_i$ the centre of implant $i$, $Q_i\ge 0$ its dose per unit area, and $\sigma$ the common straggle (the standard deviation in depth). At least one dose is positive. The model is

$$
n(x)=\sum_i Q_i\,g(x-R_i),\qquad
g(y)=\frac{1}{\sqrt{2\pi}\,\sigma}\,e^{-y^2/2\sigma^2}. \tag{1}
$$

The result is

$$
\frac{d^2\ln n}{dx^2}=-\frac{1}{\sigma^2}+\frac{V(x)}{\sigma^4}\;\ge\;-\frac{1}{\sigma^2}, \tag{2}
$$

where $V(x)$ is the variance of the centres, each weighted by its share of the concentration at depth $x$. It is a local quantity, different from the variance weighted by total dose. Logarithms are natural; dividing a curvature by $\ln 10=2.303$ converts it to decades per square length.

## Where the variance comes from

Expand the square in each exponent:

$$
-\frac{(x-R_i)^2}{2\sigma^2}=-\frac{x^2}{2\sigma^2}+\frac{xR_i}{\sigma^2}-\frac{R_i^2}{2\sigma^2}.
$$

The first term is the same for every implant because the straggle is common. It can therefore be taken outside the sum:

$$
n(x)=\frac{e^{-x^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,Z(x),\qquad
Z(x)=\sum_i a_i e^{xR_i/\sigma^2},\qquad a_i=Q_i e^{-R_i^2/2\sigma^2}. \tag{3}
$$

The share of implant $i$ in the local concentration is

$$
w_i(x)=\frac{Q_i\,g(x-R_i)}{n(x)}=\frac{a_i e^{xR_i/\sigma^2}}{Z(x)},\qquad \sum_i w_i=1,
$$

since the common factor cancels. Differentiating $Z$ brings down $R_i/\sigma^2$ in each term, so $Z'/Z=m/\sigma^2$ with $m(x)=\sum_i w_iR_i$. The logarithm of (3) then has the slope

$$
\frac{d\ln n}{dx}=-\frac{x}{\sigma^2}+\frac{Z'}{Z}=\frac{m(x)-x}{\sigma^2}. \tag{4}
$$

This is the slope of a single implant centred at $m(x)$, which may be called the apparent centre. For one implant $m$ is fixed. For several it moves, and its motion is the whole effect.

To find that motion, take the logarithm of a non-zero share, $\ln w_i=\ln a_i+xR_i/\sigma^2-\ln Z$, and differentiate:

$$
w_i'=\frac{w_i(R_i-m)}{\sigma^2}.
$$

Implants deeper than the apparent centre gain share with depth, and shallower ones lose it. Hence

$$
m'=\sum_i R_iw_i'=\frac{\sum_i w_iR_i^2-m^2}{\sigma^2}
=\frac{1}{\sigma^2}\sum_i w_i(R_i-m)^2=\frac{V}{\sigma^2}\ge 0. \tag{5}
$$

Differentiating (4) gives $(m'-1)/\sigma^2$, and inserting (5) gives (2). In physical terms, the apparent centre follows the observer into the material, so the distance $x-m$ grows more slowly than $x$, and the logarithmic slope falls more slowly than for one implant, or even rises where $V>\sigma^2$.

Every positive-dose implant has a non-zero share at any finite depth. Equality in (2) therefore requires all positive-dose centres to coincide. Far outside the centres one implant takes nearly the whole share, $V$ tends to zero, and the single-implant curvature is approached.

Equation (2) was tested on 200 random mixtures of two to six implants with centres within $\pm2\sigma$, by finite differences of $\ln n$. The largest discrepancy was $1.3\times10^{-6}/\sigma^2$, and the lowest curvature was $-1.00000/\sigma^2$ to the digits shown.

## What it means for peaks, plateaus and slopes

**Peak width.** Let $p$ be a maximum, where the slope vanishes. For $x>p$, integrating (2) from $p$ gives $(\ln n)'\ge-(x-p)/\sigma^2$. A second integration gives

$$
n(x)\ge n(p)\,e^{-(x-p)^2/2\sigma^2}. \tag{6}
$$

For $x<p$ the same argument, run towards the surface, gives the same floor. At half height $n(x)/n(p)=1/2$, so $|x-p|\ge\sigma\sqrt{2\ln2}$ on each side. The full width at half height is at least $2\sqrt{2\ln 2}\,\sigma=2.355\,\sigma$.

**One peak or several.** Let $L$ be the distance between the outermost centres and $c$ their midpoint. Since $\sum_i w_i(R_i-c)^2=V+(m-c)^2$ and $|R_i-c|\le L/2$, it follows that $V\le L^2/4$, and

$$
\frac{d^2\ln n}{dx^2}\le-\frac1{\sigma^2}+\frac{L^2}{4\sigma^4}. \tag{7}
$$

If $L<2\sigma$ the right side is negative, the slope decreases steadily, and there is one peak. For two equal doses a distance $d$ apart, both shares at the midpoint are $1/2$ and $V=d^2/4$. The curvature there is $(-1+d^2/4\sigma^2)/\sigma^2$, which vanishes at $d=2\sigma$. That spacing gives the flattest top before a dip opens. Counting peaks numerically gave one at $d=1.9\sigma$ and two at $d=2.1\sigma$.

**Slope is a separate matter.** The apparent centre is an average, so it lies between the shallowest and deepest centres. By (4), the slope at a given depth lies between those of the two outermost implants taken alone. Moving dose to a shallower implant can therefore steepen the profile at a fixed junction depth without violating (2). The bound concerns how fast the slope changes.

## Numbers for three boron implants

Take boron in silicon at roughly 30, 40 and 50 keV, with centres at 110, 140 and 170 nm, doses of 1.0, 0.6 and $1.4\times10^{13}\ \mathrm{cm^{-2}}$, and a common straggle of 45 nm. A single implant has curvature $-1/45^2=-4.94\times10^{-4}\ \mathrm{nm^{-2}}$.

At 140 nm the outer implants are each 30 nm away, and their Gaussian factor is $e^{-900/4050}=0.801$. The contributions are in the ratio $0.801:0.600:1.121$, with sum 2.522, so the shares are 0.318, 0.238 and 0.445. Then

$$
m=140+30(0.4445-0.3175)=143.8\ \mathrm{nm},
$$

$$
V=900(0.3175+0.4445)-3.81^2=671\ \mathrm{nm^2}.
$$

The variance term is $671/45^4=1.64\times10^{-4}\ \mathrm{nm^{-2}}$, and the curvature is $(-4.94+1.64)\times10^{-4}=-3.30\times10^{-4}\ \mathrm{nm^{-2}}$. Other depths give:

| Depth (nm) | $m$ (nm) | $V$ (nm²) | Curvature ($10^{-4}$ nm⁻²) |
|---:|---:|---:|---:|
| 50 | 119 | 325 | −4.15 |
| 140 | 144 | 671 | −3.30 |
| 250 | 166 | 153 | −4.57 |
| 350 | 169 | 25 | −4.88 |

The dose-weighted variance is 704 nm². Used in place of $V$, it would predict $-3.22\times10^{-4}\ \mathrm{nm^{-2}}$ at every depth. That is near the value in the middle but wrong at 350 nm, where the deepest implant dominates and little local variance remains.

The peak lies at 146 nm, with concentration $2.25\times10^{18}\ \mathrm{cm^{-3}}$. Its curvature is $-3.34\times10^{-4}\ \mathrm{nm^{-2}}$, or $-1.45\times10^{-4}$ decades/nm², which is 0.68 of the single-implant value. The full width at half height is 127 nm, against 106 nm for one implant. A Gaussian with the peak's curvature would have width $106/\sqrt{0.676}=129$ nm; the mixture is slightly narrower because its curvature becomes more negative on the deep side, reaching $-3.61\times10^{-4}\ \mathrm{nm^{-2}}$ at 170 nm. The shallow half-width is almost the same as that of the Gaussian.

The slope at 350 nm is $(169.2-350)/2025=-0.0893\ \mathrm{nm^{-1}}$, or one decade per 26 nm. The 110 nm implant alone would have $-240/2025=-0.119\ \mathrm{nm^{-1}}$, one decade per 19 nm. Its profile is steeper there, yet its curvature is still $-1/\sigma^2$.

## When the bound changes or fails

### Unequal straggles and other shapes

Let $n=\sum_i f_i$ with positive components of any smooth shape. Define $s_i=f_i'/f_i$, $w_i=f_i/n$ and $\bar s=\sum_i w_is_i$. Then $n'/n=\bar s$ and $w_i'=w_i(s_i-\bar s)$. Differentiating $\bar s$ gives

$$
\frac{d^2\ln n}{dx^2}=\sum_i w_is_i'+\sum_i w_i(s_i-\bar s)^2. \tag{8}
$$

The variance term survives, but it is now a variance of logarithmic slopes. For Gaussians with different straggles $s_i'=-1/\sigma_i^2$, so the safe bound is $-1/\sigma_{\min}^2$, set by the narrowest implant.

With straggles of 40, 45 and 50 nm in the example, doses and centres held fixed, the sharpest curvature between 0 and 350 nm is 1.18 times that of a single 45 nm implant. The surface value accounts for it. There the shares are about 0.75, 0.14 and 0.11, and the three slopes $R_i/\sigma_i^2$ are 0.069, 0.069 and 0.068 nm⁻¹. They nearly coincide, so the variance term almost vanishes, while the narrowest implant has most of the weight. The average of $1/\sigma_i^2$ is $5.8\times10^{-4}\ \mathrm{nm^{-2}}$, and $5.8/4.94=1.18$. The bound from the 40 nm implant, $(45/40)^2=1.27$, is respected.

### Skewed profiles

Boron profiles at these energies are typically skewed towards the surface, with a steeper deep side. A rough skewness of $-0.5$ can be represented by a Pearson IV shape. With $y$ the depth in nm measured from the mean, its logarithmic slope is

$$
s(y)=\frac{y-a}{D(y)},\qquad D(y)=b_0+ay+b_2y^2,
$$

with $a=9.9$, $b_0=-1842.75$ and $b_2=-0.03$ in the corresponding powers of nm. Numerical integration confirmed mean zero, standard deviation 45 nm, skewness $-0.50$ and kurtosis 3.60. The quotient rule gives

$$
s'(y)=\frac{D-(y-a)(a+2b_2y)}{D^2}.
$$

At $y=120$ nm, $D=-1086.75$ and the numerator is $-1086.75-110.1\times2.7=-1384$. Hence $s'=-1.17\times10^{-3}\ \mathrm{nm^{-2}}$, which is 2.37 times the Gaussian value at the same standard deviation and matches the sharpest value found on a depth scan. There the concentration is about 0.6% of the peak; at the peak itself the ratio is 1.16. Three such implants reach 2.34 between 0 and 350 nm. The factor depends strongly on the assumed kurtosis: at the same skewness the sharpest single-implant ratio is 1.66 for kurtosis 3.8 and 1.55 for kurtosis 4.0. By (8), equal-shape mixtures still cannot be sharper than the sharpest part of one implant, but that limit is no longer $-1/\sigma^2$.

### Subtracted dopants

Net doping is a difference. Let $f_1$ and $f_2$ be equal-straggle profiles of opposite dopant type, with centres a distance $d$ apart, and consider $f_1-f_2$ where it is positive. The algebra leading to (2) still holds, but the weights are $1+u$ and $-u$, with $u=f_2/(f_1-f_2)>0$. Measuring depth from the first centre, $m=-ud$ and

$$
V=-ud^2-(-ud)^2=-u(1+u)d^2<0. \tag{9}
$$

The "variance" is negative, so the net profile is more sharply curved than one implant wherever it is positive.

For doses of $1.0$ and $0.3\times10^{13}\ \mathrm{cm^{-2}}$ at 110 and 170 nm, with $\sigma=45$ nm, the ratio at 110 nm is $f_2/f_1=0.3\,e^{-3600/4050}=0.123$. Then $u=0.123/0.877=0.141$, and the curvature is $1+0.141\times1.141\times3600/2025=1.29$ times the single-implant value. Counterdoping can thus sharpen net doping, although each chemical profile separately obeys its own bound.

### Annealing and the surface

With constant diffusivity $D_0$, $\partial n/\partial t=D_0\,\partial^2n/\partial x^2$ multiplies each Fourier component of wavenumber $q$ by $e^{-D_0q^2t}$. A Gaussian contributes $e^{-q^2\sigma^2/2}$, so in an unbounded medium the product is a Gaussian of variance $\sigma^2+2D_0t$. All straggles remain equal and the bound becomes $-1/(\sigma^2+2D_0t)$.

For 10 s at 1000 °C, a rough boron diffusivity $0.8\,e^{-3.5\,\mathrm{eV}/kT}\ \mathrm{cm^2/s}$ gives $1.1\times10^{-14}\ \mathrm{cm^2/s}$. Thus $2D_0t=22\ \mathrm{nm^2}$, small beside 2025 nm², and the single-implant curvature changes to $-4.88\times10^{-4}\ \mathrm{nm^{-2}}$.

A reflecting surface adds positive images at $-R_i$ with the same straggle, so the argument survives for Gaussians and their images. In the example 0.26% of the Gaussian dose formally lies outside the silicon. When that part is cut off and the rest annealed with a reflecting surface, the surface concentration is 1.21 times the unbounded result. The curvature computed from 0 to 350 nm still respected the annealed bound, within a numerical allowance of 0.1%.

## How far real implants depart from the model

The ranges, straggles and anneal above are rough typical values for boron in silicon. Equal straggle is an approximation, since straggle grows with energy; the 40 to 50 nm spread moves the sharpest curvature by 18% relative to the 45 nm single implant. A Pearson IV shape with skewness $-0.5$ moves it by a factor of about 1.6 for kurtosis from 3.8 to 5, and by more than two for the kurtosis of 3.6 assumed above.

Channelling matters more for concentration. Moving 5% of the dose into a broad Gaussian at 230 nm, with 90 nm straggle, raises the concentration at 400 nm about 4000 times, from $2.7\times10^{12}$ to $1.1\times10^{16}\ \mathrm{cm^{-3}}$. The curvature bound survives because the added component is positive and broader, but a junction depth taken from the original Gaussians would be unreliable in a lightly doped background: it moves from 310 to 405 nm at $10^{16}\ \mathrm{cm^{-3}}$, against 273 to 286 nm at $10^{17}\ \mathrm{cm^{-3}}$. Such a tail may also cover part of the sharp deep flank of a skewed profile; that combination was not computed.

Transient-enhanced diffusion can outweigh ordinary diffusion. An assumed extra spread of 20 nm adds 400 nm² to the 22 nm² of the ordinary anneal, and the two together reduce the single-implant curvature to $-4.09\times10^{-4}\ \mathrm{nm^{-2}}$. Dependence on hole concentration is weaker here: with full activation and a rough intrinsic concentration of $7.7\times10^{18}\ \mathrm{cm^{-3}}$, the hole concentration at the peak is 1.16 times intrinsic. If diffusivity scales with the local ratio, the added variance of 22 nm² grows to at most about 26 nm², the value obtained by using the peak ratio everywhere. The built-in electric field is not included; its enhancement factor, 1.14 at the peak, would raise this limit to about 30 nm².

## Using the bound on a profile

Second derivatives of measured data amplify noise. A three-point form avoids them. By (2), $\ln n+x^2/2\sigma^2$ is convex, so its values at $x\pm h$ sum to at least twice its value at $x$. The quadratic terms contribute $[(x+h)^2+(x-h)^2-2x^2]/2\sigma^2=h^2/\sigma^2$, and therefore

$$
\ln\frac{n(x+h)\,n(x-h)}{n(x)^2}\ge-\frac{h^2}{\sigma^2}. \tag{10}
$$

In the example, the concentrations at 110, 140 and 170 nm are 1.823, 2.236 and $2.032\times10^{18}\ \mathrm{cm^{-3}}$. The left side is $-0.30$ and the right side is $-900/2025=-0.44$, so the inequality holds. For small independent relative errors $\varepsilon$ in the three readings, the left side has standard error $\sqrt{1+1+4}\,\varepsilon=\sqrt6\,\varepsilon$. At 5% this is 0.12. A target with twice the single-implant curvature throughout the interval from $x-h$ to $x+h$ would violate the bound by $h^2/\sigma^2$. That is 0.44 at $h=30$ nm, which can be resolved, but only 0.05 at $h=10$ nm, which cannot.

If a target violates (10) by more than its error, adding equal-straggle Gaussian implants will not reach it. Within the additive picture used here, a smaller straggle, a sharper single-implant shape or a counterdopant is needed. Diffusion that becomes faster at high concentration can also sharpen a profile; the constant-diffusivity argument above does not cover it. If a measured profile violates it, first compare with a single implant measured under the same conditions: skewness alone can produce the violation. If the target satisfies (10), the bound raises no objection, but this does not prove that a non-negative mixture can reproduce it. The numerical output gives the remaining values for the example.

## Computed values

```
random mixtures: lowest curvature x sigma^2 = -1.00000
random mixtures: largest identity error = 1.3e-06
peaks at separations 1.9 and 2.1 sigma: 1 2
implant doses (1e13 cm^-2): 1.0 0.6 1.4
implant centres (nm): 110 140 170
common straggle = 45 nm
single curvature = -4.938 e-4 nm^-2
single curvature = -2.145 e-4 decades/nm^2
dose-weighted centre variance = 704.0 nm^2
depth nm | conc cm^-3 | apparent centre nm | V nm^2 | curv e-4 nm^-2
50 | 4.719e+17 | 119.08 | 325.2 | -4.145
110 | 1.823e+18 | 133.81 | 651.3 | -3.350
140 | 2.236e+18 | 143.81 | 671.3 | -3.301
170 | 2.032e+18 | 152.95 | 543.7 | -3.612
250 | 2.894e+17 | 165.77 | 152.7 | -4.566
350 | 4.269e+14 | 169.22 | 25.3 | -4.877
peak depth = 145.67 nm
peak concentration = 2.248e+18 cm^-3
peak curvature = -3.337 e-4 nm^-2
peak curvature = -1.449 e-4 decades/nm^2
peak / single curvature = 0.676
mixture full width at half height = 126.8 nm
single full width at half height = 106.0 nm
net-doping case: doses +1.0 and -0.3 e13 cm^-2 at 110 and 170 nm
net / single curvature at 110 nm = 1.285
sharpest curvature / equal-straggle single, depths 0 to 350 nm:
  equal-straggle mixture = 0.988
  straggles 40, 45, 50 nm = 1.177
  skewed mixture = 2.344
  with channelled tail = 0.856
skewed single, sharpest / Gaussian = 2.373
Pearson skewness, kurtosis = -0.50, 3.60
tail: dose 5 %, centre 230 nm, straggle 90 nm
tail raises concentration at 400 nm by factor 4.19e+03
Gaussian dose outside silicon = 0.26 %
anneal = 1000 C for 10 s
boron diffusivity = 1.12e-14 cm^2/s
anneal variance 2Dt = 22.4 nm^2
annealed single curvature = -4.884 e-4 nm^-2
reflecting / unbounded surface concentration = 1.208
intrinsic concentration at anneal = 7.66e+18 cm^-3
hole / intrinsic concentration at peak = 1.157
assumed transient-enhanced spread = 20 nm
single curvature with transient spread = -4.086 e-4 nm^-2
```
